# Why a redox monolayer with dispersed rate constants gives a curved semilogarithmic transient

**Question.** A monolayer of redox sites is oxidized by a sudden step of the electrode potential. Each site relaxes exponentially, so its own contribution to the current is a straight line on a plot of $\ln i$ against time. The sites differ in their rate constants, but none of these changes after the step. Why is the measured plot curved upward, and how strong is the curvature?

**Answer.**

## One site

The algebra uses atomic units ($\hbar=e=m_e=1$), with the temperature $T$ as an energy. Oxidation current is positive, and $\eta$ is the electrode potential minus the formal potential of the site. Let $P$ be the probability that the site is reduced. It loses its electron at rate $k_{ox}$ and regains it at rate $k_{red}$:

$$\dot P=-k_{ox}P+k_{red}(1-P)=-k\,(P-P_\infty),\qquad k=k_{ox}+k_{red},\quad P_\infty=\frac{k_{red}}{k}.$$

With $P=P_0$ at $t=0$, the solution is $P-P_\infty=(P_0-P_\infty)e^{-kt}$. The current of the site is the rate at which it loses charge,

$$-\dot P=(P_0-P_\infty)\,k\,e^{-kt}.$$

Its logarithm has the constant slope $-k$. The prefactor also contains $k$: a fast site gives a large current for a short time.

The sign of $P_0-P_\infty$ will matter. In Marcus theory with a continuum of metal states at energy $\epsilon$ from the Fermi level,

$$k_{ox}=\Gamma\!\int\! d\epsilon\,[1-f(\epsilon)]\,G(\lambda+\epsilon-\eta),\qquad k_{red}=\Gamma\!\int\! d\epsilon\,f(\epsilon)\,G(\lambda-\epsilon+\eta),$$

where $f$ is the Fermi function, $\lambda$ the reorganization energy and $G(x)=(4\pi\lambda T)^{-1/2}e^{-x^2/4\lambda T}$. The width $\Gamma=2\pi V^2\rho$ contains the electronic coupling $V$ and the density of metal states $\rho$. Compare the two integrands at equal $\epsilon$. The occupation factors have the ratio $f/(1-f)=e^{-\epsilon/T}$. The squares in the Gaussians differ by

$$(\lambda-\epsilon+\eta)^2-(\lambda+\epsilon-\eta)^2=4\lambda(\eta-\epsilon),$$

which gives the factor $e^{-(\eta-\epsilon)/T}$. The product is $e^{-\eta/T}$, independent of $\epsilon$, so

$$\frac{k_{red}}{k_{ox}}=e^{-\eta/T},\qquad P_\infty=\frac{1}{1+e^{\eta/T}}.$$

The equilibrium value of $P$ falls as $\eta$ rises. A site that starts in equilibrium and is stepped to a higher potential therefore has $P_0>P_\infty$, whatever its formal potential.

## Many sites

Assume that the sites are independent, that their rate constants after the step are permanent, that all sites start in equilibrium at a lower potential, and that the full step reaches all of them at $t=0$. Then

$$i(t)=\sum_j A_j e^{-k_jt},\qquad A_j>0.$$

Differentiation gives $i'=-\sum_jA_jk_je^{-k_jt}$ and $i''=\sum_jA_jk_j^2e^{-k_jt}$. Hence

$$i\,i''-i'^2=\sum_{j,l}A_jA_l\,(k_l^2-k_jk_l)\,e^{-(k_j+k_l)t}.$$

Exchanging the names $j$ and $l$ leaves the sum unchanged. Averaging the two forms replaces $k_l^2$ by $(k_j^2+k_l^2)/2$ and completes a square:

$$\frac{d^2\ln i}{dt^2}=\frac{i\,i''-i'^2}{i^2}=\frac{1}{2i^2}\sum_{j,l}A_jA_l(k_j-k_l)^2e^{-(k_j+k_l)t}\ \ge 0.$$

Equality requires all $k_j$ to be equal. Any true spread bends the plot upward.

The mechanism appears when each site is given its share of the current at time $t$, $w_j(t)=A_je^{-k_jt}/i(t)$. These shares are positive and add up to one, and

$$-\frac{d\ln i}{dt}=\sum_jw_jk_j=\langle k\rangle_t,\qquad \frac{d^2\ln i}{dt^2}=\langle k^2\rangle_t-\langle k\rangle_t^2 .$$

The slope is the mean rate constant of the sites carrying the current at that moment, and the curvature is the variance among them. The fastest sites have their largest share at the start and are used up first, leaving the current to slower ones. The slope falls because the population changes, while each site keeps its rate.

Two classes with equal numbers of sites and the same formal potential, $k_1=1000$ and $k_2=100\ \mathrm{s^{-1}}$, show the changeover. Both classes then have the same $P_0-P_\infty$, so $A_j\propto k_j$ and the initial slope is

$$\frac{k_1^2+k_2^2}{k_1+k_2}=\frac{1\,010\,000}{1100}=918\ \mathrm{s^{-1}},$$

well above the average of 550 over all sites. If the fast class carries the share $w$, the curvature is $w(1-w)(k_1-k_2)^2$. It is largest at $w=1/2$, where $k_1e^{-k_1t}=k_2e^{-k_2t}$, or

$$t=\frac{\ln(k_1/k_2)}{k_1-k_2}=2.56\ \mathrm{ms}.$$

The maximum is $900^2/4=202\,500\ \mathrm{s^{-2}}$. By 10 ms the slope is $101\ \mathrm{s^{-1}}$, and the plot is nearly straight again. With a finite number of classes, the final slope is the smallest rate constant.

## A spread of tunnelling distances

Let the coupling fall with distance $d$ so that $\Gamma=\Gamma_0e^{-\beta d}$, and let $d$ have a Gaussian distribution of standard deviation $\sigma$. Then $\ln k$ is Gaussian with standard deviation $s=\beta\sigma$ about $\ln k_m$, where $k_m$ is the median, and the moments are $\langle k^n\rangle=k_m^ne^{n^2s^2/2}$. If all sites share one formal potential, the charge they switch is a common factor:

$$i(t)=Q\int dk\,p(k)\,k\,e^{-kt}.$$

The initial slope is

$$\frac{\langle k^2\rangle}{\langle k\rangle}=k_m\,e^{(4-1)s^2/2}=k_m\,e^{3s^2/2}.$$

The initial curvature is $\langle k^3\rangle/\langle k\rangle$ minus the square of this slope, which is $k_m^2(e^{4s^2}-e^{3s^2})$. Therefore

$$\left.\frac{\text{curvature}}{\text{slope}^2}\right|_{t=0}=e^{s^2}-1 .$$

For small $s$ this is about $s^2$, and it vanishes for identical sites.

At later times, the current per unit $\ln k$ is proportional to $k\,e^{-kt}e^{-[\ln(k/k_m)]^2/2s^2}$. Setting the derivative of its logarithm with respect to $\ln k$ to zero gives $1-kt-\ln(k/k_m)/s^2=0$. With $x=kt$ this becomes $s^2x+\ln x=s^2+\ln(k_mt)$. Exponentiating and multiplying by $s^2$ gives $s^2x\,e^{s^2x}=s^2e^{s^2}k_mt$, so the class that contributes most is

$$k^*(t)=\frac{W(s^2e^{s^2}k_mt)}{s^2t},$$

where $W$ is the Lambert function, defined by $We^W=y$ for argument $y$. This $k^*$ keeps falling, because a lognormal distribution has no smallest rate constant. A real film has a largest thickness, so its slope must eventually level off.

## A dilute ferrocene layer on gold

Take rough values for ferrocene-terminated alkanethiols: mean distance 2.0 nm, $\sigma=0.1$ nm, $\beta=10\ \mathrm{nm^{-1}}$, $\lambda=0.85$ eV and 298 K. The width extrapolated to zero distance is set to 0.10 eV. The potential goes from $-0.2$ to $+0.2$ V about the formal potential, and the layer holds $0.50\ \mathrm{\mu C/cm^2}$.

These values give $s=10\times0.1=1$ and $k_m=378\ \mathrm{s^{-1}}$ ($9.1\times10^{-15}$ atomic units). The mean rate constant is $378\,e^{1/2}=623\ \mathrm{s^{-1}}$, so the initial current is $0.50\times623\approx311\ \mathrm{\mu A/cm^2}$. The initial slope is $378\,e^{3/2}\approx1690\ \mathrm{s^{-1}}$, 4.5 times the median rate constant.

| $t$ (ms) | $i$ ($\mathrm{\mu A/cm^2}$) | slope ($\mathrm{s^{-1}}$) | charge left |
|---|---|---|---|
| 0 | 311 | 1690 | 1.00 |
| 1 | 117 | 688 | 0.63 |
| 5 | 21.6 | 292 | 0.23 |
| 20 | 1.59 | 116 | 0.04 |

At 2 ms the current is 6.2 times the value on the straight line that continues the initial slope. At 10 ms the slope is $187\ \mathrm{s^{-1}}$, and the largest contribution comes from sites near $k^*=176\ \mathrm{s^{-1}}$.

The interpretation was tested by drawing random reaction times for individual sites, each with its own fixed rate constant. The 41,501 sites that reacted close to 2.65 ms had a mean rate constant of $422\ \mathrm{s^{-1}}$ and a standard deviation of 298. The slope and the square root of the curvature of $\ln i$ at that time are 423 and $297\ \mathrm{s^{-1}}$.

## When the argument fails

**The sign condition can fail.** Hold two sites at the formal potential, where $P_\infty=1/2$, with $k=1$ and 10 in arbitrary units. Start with the slow site reduced and the fast one oxidized. Then $i=\tfrac12(e^{-t}-10e^{-10t})$. The amplitudes have opposite signs, and the pair formula becomes negative. At $t=0.5$ the current is positive, but the curvature is $-11.4$.

**Upward curvature does not prove a distribution.** Suppose identical sites are oxidized irreversibly at a rate that depends on the oxidized fraction, $k=k_0e^{-g(1-r)}$, where $r$ is the reduced fraction. Then $\dot r=-kr$, $\dot k=gk\dot r=-gk^2r$ and $i\propto kr$, so

$$\frac{d\ln i}{dt}=g\dot r+\frac{\dot r}{r}=-k(1+gr),$$

$$\frac{d^2\ln i}{dt^2}=-\dot k(1+gr)-kg\dot r=k^2gr\,(2+gr).$$

For $g>0$ the plot curves upward although all sites are alike.

A memory test separates the two cases. In the dispersed layer, half of the charge has reacted after 1.69 ms, and the remaining sites are mostly slow. Compare the current at that moment with the initial current of a layer first equilibrated at the formal potential, where every site is half reduced, and then stepped to the same final potential. The ratio is 0.50 in the example. In the mean-field layer the current depends on $r$ alone, so the ratio is 1. The test assumes a common formal potential, enough time for slow sites to equilibrate, and removal of the charging current.

**Charging also bends the plot.** With an assumed capacitance of $2\ \mathrm{\mu F/cm^2}$ and resistance of $5\ \Omega\,\mathrm{cm^2}$, the time constant is 10 µs. The initial charging current is $0.4/5=0.08\ \mathrm{A/cm^2}$, far above the faradaic current. The early plot therefore curves upward even for identical sites, and the initial slope of the dispersed layer is hidden. Once charging is over, the shrinking ohmic drop bends the plot of identical sites slightly downward instead, by about $-2\times10^3\ \mathrm{s^{-2}}$ at 2 ms, small beside the $1.3\times10^5\ \mathrm{s^{-2}}$ of the dispersed layer. When charging and ohmic drop are included, the total current exceeds the ideal one by 4% at 0.1 ms and 2% at 5 ms.

## How far real layers depart from the model

Electrons can hop between neighbouring sites. If the hopping rates are symmetric, the terms $P_j(1-P_l)-P_l(1-P_j)=P_j-P_l$ are linear. The deviations from equilibrium then obey $\dot{\mathbf x}=-M\mathbf x$, with a symmetric, positive matrix $M$. Hopping conserves charge, so with equal initial deviations

$$i\propto\mathbf 1^TMe^{-Mt}\mathbf 1=\sum_n\lambda_n(\mathbf u_n\!\cdot\mathbf 1)^2e^{-\lambda_nt},$$

where $\lambda_n$ and $\mathbf u_n$ are the eigenvalues and eigenvectors of $M$. All amplitudes are non-negative, so upward curvature survives. With an assumed contact rate of $10^7\ \mathrm{s^{-1}}$ at 0.7 nm, the same decay $\beta$ and random placement, the current changes by about $+4\%$ at 2 ms and $-7\%$ at 10 ms. These are averages over 12 random layouts, and the later value has a standard error of roughly half a percentage point. The layouts let sites come closer than 0.7 nm, where the rate is held at its contact value; excluding such overlaps reduces the changes to about $+3\%$ and $-6\%$.

A spread of 0.02 V in formal potential, independent of thickness, raises the initial slope by 15% and lowers the slope at 5 ms by 1%. Warming by 10 K, with the other parameters fixed, multiplies all rate constants by 1.19 and so rescales the time axis. The level width at the median distance, $2\times10^{-10}$ eV, is far below the thermal energy of 0.026 eV, as weak coupling requires. If the whole step falls across the film, its mean field changes by 2 MV/cm.

The chosen coverage is far from typical of a dense layer. A full ferrocene monolayer holds very roughly $40\ \mathrm{\mu C/cm^2}$, about 80 times more. At the same rate constants, its initial current through $5\ \Omega\,\mathrm{cm^2}$ would cost about $80\times311\times10^{-6}\times5\approx0.12$ V. This overestimates the loss, because the drop itself slows the reaction. When both are solved together, about 0.05 V is lost just after charging, still enough to roughly halve the rate constants. Neighbouring sites would also interact. The assumptions of independent sites and a sharp step then fail, and the curvature can no longer be read as the variance of fixed rate constants. The numerical output below gives the remaining values.

## Numbers as computed

```
temperature 298 K, kT 0.02568 eV
reorganization energy 0.85 eV
thickness 2.0 nm, spread 0.1 nm
tunnelling decay 10.0 1/nm, s = 1.00
level width at d=0: 0.10 eV
level width at median d: 2.061e-10 eV
step from -0.2 V to 0.2 V
layer charge 0.50 uC/cm2, switched part 0.99917
k_ox at formal potential, median site 11.51 1/s
median k after step 377.6 1/s = 9.135e-15 a.u.
mean k over all sites 622.6 1/s
initial curvature/slope^2 1.7183
t (ms) | i (uA/cm2) | slope (1/s) | sd of k (1/s) | left
  0.0 |  311.058 |  1692.5 |  2218.6 | 1.0000
  0.2 |  235.375 |  1194.1 |  1198.0 | 0.8922
  0.5 |  172.673 |   908.6 |   805.5 | 0.7715
  1.0 |  116.642 |   688.0 |   553.0 | 0.6298
  2.0 |   65.584 |   491.6 |   358.8 | 0.4552
  5.0 |   21.569 |   291.8 |   188.9 | 0.2286
 10.0 |    6.811 |   187.4 |   111.6 | 0.1057
 20.0 |    1.591 |   116.4 |    64.2 | 0.0378
current / initial tangent at 2 ms: 6.22
peak class at 10 ms: k* = 176.2 1/s
grid-halving shift of i at 5 ms: 1.1e-16 (relative)
sampled sites reacting near 2.648 ms: 41501
  their mean k 422.3, log slope 422.7 1/s
  their sd 298.4, root curvature 297.0 1/s
half-reaction time 1.685 ms
memory test, pulse-half/equilibrium-half: 0.496
two classes: k = 1000 and 100 1/s
  slope at 0: 918.2, at 10 ms: 101.1 1/s
  largest curvature 202500 1/s2 at 2.56 ms
mixed-sign start, k=1 and 10, t=0.5: curvature -11.388
mean field, k0=1, t=0.5: g=+1 0.891, g=-1 -2.002
capacitance 2.0 uF/cm2, resistance 5.0 ohm cm2
charging time constant 10.0 us
  total/ideal current at 0.1 ms: 1.0405
  total/ideal current at 0.5 ms: 1.0256
  total/ideal current at 1.0 ms: 1.0244
  total/ideal current at 5.0 ms: 1.0171
identical sites: ln i bend, 20-60-100 us: 2.687
identical sites: ln i bend, 1-2-3 ms: -0.00194
site density 0.0312 1/nm2
contact hopping 1.0e+07 1/s at 0.7 nm
  current with/without hopping at 0.5 ms: 1.025
  current with/without hopping at 2.0 ms: 1.036
  current with/without hopping at 10.0 ms: 0.931
formal-potential spread 0.02 V: slope ratio
  at 0 ms 1.146, at 5 ms 0.986
10 K warmer: all k multiplied by 1.187
change of mean film field 2.0 MV/cm
```
